# The upper bound on the bulk modulus of a porous solid

## A hollow sphere under uniform tension

Take a sphere of outer radius $R$ with a concentric empty cavity of radius $R_0$. Its material is homogeneous, isotropic and linearly elastic, with bulk modulus $K>0$ and shear modulus $G>0$. The cavity occupies the volume fraction $p=(R_0/R)^3$. A uniform normal traction $\sigma_0$, positive in tension, pulls on the outer surface. How stiff is this object, seen from outside?

By symmetry the displacement is radial, $\mathbf u=u(r)\,\hat{\mathbf r}$, and has no curl. Equilibrium of an isotropic medium reads

$$\left(K+\tfrac43G\right)\nabla(\nabla\cdot\mathbf u)-G\,\nabla\times(\nabla\times\mathbf u)=0, \tag{1}$$

so $\nabla\cdot\mathbf u$ is a constant, which we call $3a$. Then $(r^2u)'=3ar^2$, and integration gives

$$u=ar+\frac{b}{r^2}. \tag{2}$$

The radial strain is $u'=a-2b/r^3$. Subtracting one third of the trace, which is $a$, leaves the deviatoric part $-2b/r^3$. Hooke's law therefore gives

$$\sigma_{rr}=K(3a)+2G\left(-\frac{2b}{r^3}\right)=3Ka-\frac{4Gb}{r^3}. \tag{3}$$

The cavity wall carries no traction, so $\sigma_{rr}(R_0)=0$ and $b=3KaR_0^3/(4G)$. At the outer surface

$$\sigma_0=3Ka(1-p),\qquad \frac{u(R)}{R}=a\left(1+\frac{3pK}{4G}\right). \tag{4}$$

A solid sphere of bulk modulus $K'$ would obey $\sigma_0=3K'u(R)/R$. The hollow sphere thus responds like a solid one with the modulus

$$K_{\rm up}=\frac{K(1-p)}{1+3pK/(4G)}=\frac{4GK(1-p)}{4G+3pK}. \tag{5}$$

The factor $1-p$ accounts for the missing material. The denominator accounts for the shear of the shell as the cavity wall moves outward. The mean stress in the shell, one third of the trace of the stress, is $3Ka=\sigma_0/(1-p)$ at every point. This uniformity will reappear as a condition for the greatest possible stiffness.

## The general statement

Pores are put into an interlayer dielectric to lower its permittivity, and they also lower its stiffness. When their shapes are not known in detail, a limit that needs only the porosity and the moduli of the skeleton is useful.

Consider a periodic cell whose skeleton has the uniform moduli $K$ and $G$, and whose pores have total volume fraction $p$, with $0\le p<1$. The pores are empty and their walls are free of traction. Strains are small. The pore boundaries are regular enough for the skeleton's displacement to be continued into the pores. No assumption is made about the shape, connection or orientation of the pores.

Angle brackets denote the average over the whole cell, pores included, and a bar denotes the cell mean of a field. The displacement is $\mathbf u=\bar\varepsilon\mathbf x+\tilde{\mathbf u}$ with $\tilde{\mathbf u}$ periodic. The effective stiffness $C^*$ is defined by $\bar\sigma=C^*:\bar\varepsilon$, and $S^*$ is its inverse where one exists.

An anisotropic pore arrangement has two natural bulk moduli:

$$K_V=\tfrac19\,I:C^*:I,\qquad K_R=\frac{1}{I:S^*:I}. \tag{6}$$

The first belongs to a hydrostatic mean strain, the second to a hydrostatic mean stress. If $C^*$ is singular because some mean strain costs no energy, we use $K_V$ alone. For isotropic or cubic effective stiffness the two are equal. The claim is

$$K_R\le K_V\le K_{\rm up}. \tag{7}$$

Isotropy is thus required of the skeleton, but not of the pore arrangement. $K_{\rm up}$ is the Hashin–Shtrikman upper bound for empty pores.

## Stress and energy in the cell

Set $\sigma=0$ inside the pores. For any periodic displacement $\mathbf v$, integrate $\sigma:\nabla\mathbf v$ by parts over the skeleton. The volume term vanishes by equilibrium, the pore-wall term because the traction is zero, and the terms on opposite cell faces cancel. Hence

$$\langle\sigma:\nabla\mathbf v\rangle=0, \tag{8}$$

which says that the extended stress is divergence-free over the entire cell. With $\mathbf v=\tilde{\mathbf u}$ this gives

$$\langle\sigma:\varepsilon\rangle=\bar\sigma:\bar\varepsilon. \tag{9}$$

Split the stress into its mean part $\sigma_m=\tfrac13\operatorname{tr}\sigma$ and its deviator $s=\sigma-\sigma_mI$. In the skeleton $\varepsilon=\sigma_mI/(3K)+s/(2G)$. Since $I:I=3$ and $I:s=0$, twice the energy density is

$$2w=\sigma:\varepsilon=\frac{\sigma_m^2}{K}+\frac{|s|^2}{2G}, \tag{10}$$

where $|s|^2=s:s$. In the pores the stress vanishes, and so does (10).

An upper bound on stiffness requires a lower bound on this energy at given mean stress. Dropping the deviatoric term would give a valid but weak result: a stress that must avoid the pores cannot in general be purely hydrostatic. The next step measures how much shear equilibrium demands.

## What equilibrium demands

Define the quadratic form

$$T(\sigma)=|\sigma|^2-\tfrac12(\operatorname{tr}\sigma)^2=|s|^2-\tfrac32\sigma_m^2. \tag{11}$$

The second form follows from $|\sigma|^2=|s|^2+3\sigma_m^2$ and $\tfrac12(3\sigma_m)^2=\tfrac92\sigma_m^2$. This form can be negative at a point. Its average nevertheless obeys a definite inequality.

Expand the stress in Fourier components $\hat\sigma(\mathbf k)$. Parseval's identity gives

$$\langle T(\sigma)\rangle-T(\bar\sigma)=\sum_{\mathbf k\ne0}\left(|\hat\sigma|^2-\tfrac12|\operatorname{tr}\hat\sigma|^2\right). \tag{12}$$

Equilibrium requires $\hat\sigma(\mathbf k)\,\mathbf k=0$. With the third axis along $\mathbf k$, every entry with an index 3 vanishes. What remains is a symmetric $2\times2$ matrix with diagonal entries $\alpha,\beta$ and off-diagonal entry $\gamma$, all possibly complex. Its term in (12) is

$$|\alpha|^2+|\beta|^2+2|\gamma|^2-\tfrac12|\alpha+\beta|^2=\tfrac12|\alpha-\beta|^2+2|\gamma|^2\ge0, \tag{13}$$

because $|\alpha+\beta|^2+|\alpha-\beta|^2=2|\alpha|^2+2|\beta|^2$. Therefore

$$\langle T(\sigma)\rangle\ge T(\bar\sigma). \tag{14}$$

The physical content is that a stress wave in equilibrium has no traction on planes normal to its wave vector. It can be at most biaxial, so a fluctuation of mean stress must bring shear with it.

The factor $\tfrac12$ in (11) cannot be raised. For $\alpha=\beta$ and $\gamma=0$, a factor $f$ in its place gives $2|\alpha|^2-4f|\alpha|^2$, which is negative for $f>\tfrac12$. Equilibrium is also essential: a purely hydrostatic fluctuation $\phi I$ would contribute $3|\hat\phi|^2-\tfrac92|\hat\phi|^2<0$.

## The bound

Equation (11) gives $|s|^2=T+\tfrac32\sigma_m^2$. Insert this into (10):

$$2w=\frac{T(\sigma)}{2G}+\left(\frac1K+\frac{3}{4G}\right)\sigma_m^2. \tag{15}$$

This holds in the pores too, where both sides are zero. The coefficient of $T$ is therefore the same constant throughout the cell, which allows (14) to be used after averaging.

For the last term, let $\chi$ be one in the skeleton and zero in the pores. Since $\sigma_m=\chi\sigma_m$, the Cauchy–Schwarz inequality gives

$$\bar\sigma_m^2=\langle\chi\sigma_m\rangle^2\le\langle\chi^2\rangle\langle\sigma_m^2\rangle=(1-p)\langle\sigma_m^2\rangle. \tag{16}$$

Equality requires $\sigma_m$ to be uniform in the skeleton, as it is in the shell of the hollow sphere.

Average (15), use (9), (14) and (16), and write $T(\bar\sigma)=|\bar s|^2-\tfrac32\bar\sigma_m^2$:

$$\bar\sigma:\bar\varepsilon\ge\frac{|\bar s|^2}{2G}+\left[\frac{1}{1-p}\left(\frac1K+\frac3{4G}\right)-\frac3{4G}\right]\bar\sigma_m^2. \tag{17}$$

Over a common denominator the bracket is

$$\frac{4G+3K-3K(1-p)}{4GK(1-p)}=\frac{4G+3pK}{4GK(1-p)}=\frac1{K_{\rm up}}. \tag{18}$$

Since $|\bar s|^2\ge0$,

$$\bar\sigma:\bar\varepsilon\ge\frac{\bar\sigma_m^2}{K_{\rm up}}. \tag{19}$$

Now impose $\bar\varepsilon=eI$. From (6), $\operatorname{tr}\bar\sigma=9K_Ve$, so $\bar\sigma_m=3K_Ve$ and $\bar\sigma:\bar\varepsilon=9K_Ve^2$. Equation (19) becomes $9K_Ve^2\ge9K_V^2e^2/K_{\rm up}$. If $K_V=0$ the bound is trivial. Otherwise division by $9K_Ve^2$ gives $K_V\le K_{\rm up}$. The mean stress may have a deviator here, and dropping it in (19) was legitimate.

The remaining inequality in (7) follows from a second use of Cauchy–Schwarz. For invertible $C^*$,

$$9=(I:I)^2\le(I:C^*:I)(I:S^*:I)=\frac{9K_V}{K_R}, \tag{20}$$

hence $K_R\le K_V$.

## Why no smaller bound will do

Return to the hollow sphere. Imagine a homogeneous medium of bulk modulus $K_{\rm up}$ under the uniform stress $\sigma_0I$. Cut out a ball and insert a hollow sphere of the same outer size and cavity fraction $p$. By (4) and (5), surface displacement and traction both match, so the surroundings are undisturbed. The operation can be repeated with spheres of many sizes.

To obtain a real porous solid, pack finitely many such spheres into the cell until a volume fraction $\delta$ is left between them, and fill that remainder with skeleton material. A fixed fraction of any remaining gap region can be filled by smaller balls, so $\delta$ can be made as small as desired. The porosity is $p(1-\delta)$.

We need a lower estimate of this solid's stiffness. Let $\sigma$ be its true stress, and let $\sigma+\tau$ be another divergence-free stress with the same mean that vanishes in the pores. The cross term in twice the energy is $2\langle\tau:\varepsilon\rangle$. It is zero by the argument leading to (9), since $\bar\tau=0$. The term quadratic in $\tau$ is not negative, so the true stress has the least energy.

As a trial stress take the solution (2)–(4) in each hollow sphere and $\sigma_0I$ in the remainder. Tractions match at every interface, and the mean is $\sigma_0I$. The energy gives

$$\frac1{K_R}\le\frac{1-\delta}{K_{\rm up}(p)}+\frac{\delta}{K}. \tag{21}$$

As $\delta\to0$ this forces $K_R$ to be at least $K_{\rm up}(p)$ in the limit, while (7) keeps it below $K_{\rm up}(p(1-\delta))$. The two meet. No smaller bound can therefore be built from $K$, $G$ and $p$ alone.

## Limits and a contrasting geometry

For small porosity, expansion of (5) gives

$$\frac{K_{\rm up}}K=1-\left(1+\frac{3K}{4G}\right)p+O(p^2). \tag{22}$$

For the hollow spheres that attain the bound, the two terms in the bracket can be read as energies at fixed applied stress. The first unit comes from the higher mean stress in the remaining material, and $3K/(4G)$ comes from the shear of the skeleton around the cavities. For a small solid fraction $1-p$,

$$K_{\rm up}\simeq\frac{4GK}{4G+3K}(1-p). \tag{23}$$

For a nearly incompressible skeleton, $K\to\infty$ at fixed $p>0$, the bound tends to $4G(1-p)/(3p)$. The porous body remains compressible because its pores can change volume while the skeleton shears.

Parallel plates separated by empty gaps show what anisotropy does. Under mean strain $eI$ each plate has in-plane strains $e$ and no normal stress. With $\theta$ the trace of the plate strain, the normal strain is $\theta-2e$, and

$$0=K\theta+2G\left(\theta-2e-\frac\theta3\right)\quad\Rightarrow\quad\theta=\frac{12Ge}{3K+4G}. \tag{24}$$

The mean stress averaged over the cell is $(1-p)K\theta$, and dividing by $3e$ gives

$$K_V=\frac{4GK(1-p)}{4G+3K}. \tag{25}$$

This lies below $K_{\rm up}$ for $0<p<1$ and approaches it in the limit (23). Yet a mean stress normal to the plates cannot be supported at all. A high $K_V$ does not guarantee resistance to every load.

## Numbers for a model skeleton

Choose $K=12$ GPa and $G=6$ GPa as round model parameters. At $p=0.30$,

$$\frac1{K_{\rm up}}=\frac{1/12+3/24}{0.70}-\frac3{24}=0.2976-0.1250=0.1726\ \mathrm{GPa^{-1}}, \tag{26}$$

so $K_{\rm up}=5.79$ GPa, or $1.97\times10^{-4}$ Hartree/bohr³. For this skeleton, thirty per cent porosity removes more than half of the bulk modulus. The rule of mixtures $K(1-p)$ gives 8.40 GPa. It exceeds the bound by the factor $1+3pK/(4G)=1.45$, so no pore arrangement within the assumptions can reach it.

| $p$ | $K_{\rm up}$ (GPa) | $K(1-p)$ (GPa) |
|---|---|---|
| 0.1 | 9.39 | 10.80 |
| 0.2 | 7.38 | 9.60 |
| 0.3 | 5.79 | 8.40 |
| 0.4 | 4.50 | 7.20 |
| 0.5 | 3.43 | 6.00 |

Particular geometries can be compared with the bound by finite elements. The cell is divided into equal cubes, the displacement is interpolated linearly along each cube edge, and the energy is minimized for each mean strain. Restricting the displacement in this way can raise the minimum energy but not lower it. Apart from small solver errors, the computed $K_V$ and $K_R$ are thus upper estimates for the given geometry, and a computed value below $K_{\rm up}$ places the true one below it as well.

Three cells were treated:

- **Random pores.** Of $6^3$ cubic blocks, 65 chosen at random are removed; each block is two elements wide.
- **Strut frame.** Square struts run along the three cell axes, with a width of one quarter of the cell.
- **Channels.** Parallel square channels have a width of one half of the cell.

| Cell | $p$ | $K_R$ | $K_V$ | $K_{\rm up}$ |
|---|---|---|---|---|
| Random pores | 0.301 | 5.15 | 5.15 | 5.78 |
| Strut frame | 0.844 | 0.415 | 0.415 | 0.828 |
| Channels | 0.250 | 5.55 | 5.76 | 6.55 |

The moduli are in GPa. They are upper estimates on the stated meshes, not converged values. The random cell lies about 11% below its bound on this coarse mesh, but it is far from converged: with three, four and five elements per block, $K_V$ falls to 4.84, 4.66 and 4.56 GPa, the last about 21% below the bound and still decreasing. Some of its blocks meet only along an edge, where the pore boundary is not regular in the sense assumed above. The computation joins the blocks there, which can only raise the stiffness, so the inequality still holds. The effect is large: with such contacts separated, $K_V$ is 4.17 GPa at two elements per block and 3.74 GPa at five, about 35% below the bound. The strut frame reaches about half of its bound; its modulus drops from 0.415 to 0.406 GPa when the mesh is refined from 12 to 36 elements per side. Porosity alone therefore does not fix the stiffness. The channels are anisotropic, and their two bulk moduli differ by about 4%. Refining from 32 to 128 elements per side lowers $K_R$ and $K_V$ to 5.50 and 5.72 GPa and leaves the difference near 4%.

## Reading a measured modulus, and where the bound fails

If the effective bulk modulus $K^*$ of an isotropic film is known, (5) limits its porosity. To use (5) in this way, a measured Young's modulus $E^*$ is first converted by $K^*=E^*/[3(1-2\nu^*)]$, which requires the film's Poisson ratio $\nu^*$. Multiply $K^*\le K_{\rm up}$ by the positive denominator and collect the terms in $p$:

$$p\,K(4G+3K^*)\le4G(K-K^*)\quad\Rightarrow\quad p\le\frac{4G(K-K^*)}{K(4G+3K^*)}. \tag{27}$$

For the model skeleton and $K^*=4$ GPa this gives $p\le24\times8/(12\times36)=0.44$. This is a ceiling, not an estimate: less favourable pore shapes reach the same modulus at lower porosity. When $K^*$ comes from $E^*$, the ceiling depends strongly on $\nu^*$. For $E^*=6$ GPa it is 0.56, 0.44 and 0.24 at $\nu^*=0.15$, 0.25 and 0.35, so a guessed Poisson ratio that is too high gives a ceiling that is too low and can be false.

The moduli in (27) must be those of the skeleton as it exists in the porous film. If the process that creates the pores also changes the bonding of the skeleton, moduli taken from a dense film may give a false ceiling.

The derivation also shows where other assumptions enter. A pore pressure that changes as the pores deform, or surface stress on their walls, invalidates the zero-traction condition behind (8). The size depends on the pore fluid: for the model hollow sphere at $p=0.3$, sealed air raises the modulus by only about $10^{-4}$ GPa, whereas a sealed liquid of bulk modulus 2.2 GPa raises it to 7.53 GPa, well above $K_{\rm up}$. A constant pore pressure that is small compared with the effective moduli of the porous body leaves its linear response to further load nearly unchanged. A skeleton with varying $G$ spoils the constant coefficient of $T$ in (15), and an anisotropic skeleton does not obey (10). Cracking and plastic flow lie outside linear elasticity. If the pores or the walls between them are only a few atomic spacings wide, uniform continuum moduli may not describe the skeleton. In a film only a few pores thick, the free surface and the substrate influence much of the volume, and a periodic cell no longer represents it.
